# The hydrogen passivation front in acceptor-doped silicon

## Why the diffusion length gives the wrong depth

Hydrogen that enters p-type silicon binds to acceptors and removes their holes. To find how deep this passivation goes, one might take the diffusivity $D$ of free hydrogen and form $\sqrt{Dt}$. For $D=3\times10^{-9}$ cm²/s and one hour this is 33 µm. In the model below, with $10^{17}$ acceptors per cm³ and $10^{14}$ free hydrogen atoms per cm³ at the surface, the passivated layer is only 1.5 µm deep.

The reason is supply. Each acceptor consumes a hydrogen atom, and acceptors outnumber the free hydrogen a thousandfold. The layer grows only as fast as hydrogen can be carried through it to the next unfilled acceptors.

## The model

Let $C(x,t)$ be the density of mobile hydrogen in the half-space $x>0$, $N$ the uniform density of immobile acceptors, and $T(x,t)$ the density of those already filled. An acceptor takes one hydrogen atom and keeps it. With capture constant $k$,

$$C_t=DC_{xx}-kC(N-T),\qquad T_t=kC(N-T), \tag{1}$$

where subscripts denote derivatives. Initially $C=T=0$; for $t>0$ the surface is held at $C(0,t)=C_s$, and $C$ vanishes deep inside. There is no electric field, no release from acceptors and no reaction between hydrogen atoms; these omissions are sized at the end.

Capture only removes mobile hydrogen, and it stops where $C=0$. Hence $0\le C\le C_s$, and $0\le T\le N$. Define

$$\varepsilon=\frac{C_s}{N},\qquad \ell=\sqrt{\frac{D}{kN}},\qquad x_0=\sqrt{\frac{2DC_st}{N}}.$$

The length $\ell$ is how far hydrogen diffuses among empty acceptors before capture. The claim is that the acceptors are filled up to a sharp front at $x_0$ when two conditions hold: $\varepsilon\ll1$ and $x_0\gg\ell$. The first does not imply the second, since $\ell$ does not depend on $C_s$.

## The short derivation

Suppose capture is instantaneous. Then all acceptors are filled for $x<X(t)$, none beyond, and $C(X,t)=0$. Inside the layer nothing is captured. If $C$ is also nearly steady there, it is a straight line from $C_s$ to zero, and the flux is $DC_s/X$. Advancing by $dX$ fills $N\,dX$ acceptors per unit area, so

$$N\frac{dX}{dt}=\frac{DC_s}{X}\quad\Rightarrow\quad \frac{d(X^2)}{dt}=\frac{2DC_s}{N}\quad\Rightarrow\quad X=x_0 .$$

The profile is nearly steady because diffusion across the layer takes a time of order $X^2/D=2\varepsilon t$, much less than the age $t$ of the layer. The next two parts replace this estimate by bounds and corrections.

## A moment law for any capture rate

Adding the two equations (1) cancels the capture term:

$$(C+T)_t=DC_{xx}. \tag{2}$$

Multiply by $x$ and integrate by parts:

$$\int_0^\infty xC_{xx}\,dx=\big[xC_x\big]_0^\infty-\int_0^\infty C_x\,dx=0+C_s .$$

The right side is constant in time and both densities start at zero, so

$$\int_0^\infty x\,(C+T)\,dx=DC_st . \tag{3}$$

This holds for every $k$ and every $\varepsilon$.

It bounds the trapped dose $Q=\int_0^\infty T\,dx$. Let $a=Q/N$, the depth the dose would occupy if packed into a fully filled layer. Then

$$\int_0^\infty xT\,dx-\frac{Na^2}{2}=\int_0^a x(T-N)\,dx+\int_a^\infty xT\,dx .$$

In the first integral $T-N\le0$ and $x\le a$; in the second $T\ge0$ and $x\ge a$. Replacing $x$ by $a$ in both can only lower the sum, to $a(Q-Na)=0$. Therefore $Na^2/2\le\int xT\,dx\le DC_st$, or

$$\frac{Q}{N}\le x_0 . \tag{4}$$

Within model (1), neither slow capture nor a larger $\varepsilon$ can carry the dose depth $Q/N$ past $x_0$.

## How dilute is dilute enough?

Return to instant capture, where (3) reads

$$\frac{NX^2}{2}+\int_0^X xC\,dx=DC_st .$$

The integral lies between $0$ and $C_sX^2/2$, so

$$\frac{x_0}{\sqrt{1+\varepsilon}}\le X\le x_0 . \tag{5}$$

For small $\varepsilon$ the integral is already a correction, and the straight-line profile suffices in it:

$$\int_0^X xC_s\Big(1-\frac xX\Big)dx=C_sX^2\Big(\frac12-\frac13\Big)=\frac{C_sX^2}{6}.$$

Hence $X^2(N/2+C_s/6)=DC_st$, or $X^2=x_0^2/(1+\varepsilon/3)$, which gives $X\approx x_0(1-\varepsilon/6)$ to first order. The lost depth balances the first moment of the hydrogen still in transit, as (3) requires. It does not balance the number of these atoms: they amount to $C_sX/2$ per unit area, while the trapped dose falls short of $Nx_0$ by only about $C_sX/6$.

The instant-capture problem also has an exact solution. Let $C$ depend on $\eta=x/(2\sqrt{Dt})$ alone. Then $C_t=-(\eta/2t)\,C'$ and $DC_{xx}=C''/(4t)$, so $C''=-2\eta C'$ and $C'\propto e^{-\eta^2}$. With the front at fixed $\eta=\lambda$,

$$X=2\lambda\sqrt{Dt},\qquad C=C_s\left[1-\frac{\operatorname{erf}\eta}{\operatorname{erf}\lambda}\right].$$

The flux arriving at the front and the rate of filling are

$$-DC_x(X)=C_s\sqrt{\frac Dt}\,\frac{e^{-\lambda^2}}{\sqrt\pi\,\operatorname{erf}\lambda},\qquad N\frac{dX}{dt}=N\lambda\sqrt{\frac Dt}.$$

Equating them gives

$$\sqrt\pi\,\lambda\,e^{\lambda^2}\operatorname{erf}\lambda=\varepsilon . \tag{6}$$

For small $\lambda$, $\operatorname{erf}\lambda\approx(2/\sqrt\pi)(\lambda-\lambda^3/3)$ and $e^{\lambda^2}\approx1+\lambda^2$. The left side becomes $2\lambda^2(1+2\lambda^2/3)$, so $2\lambda^2\approx\varepsilon(1-\varepsilon/3)$. Since $X/x_0=\sqrt{2\lambda^2/\varepsilon}$, the factor $1-\varepsilon/6$ returns.

At $\varepsilon=0.3$, which is hardly dilute, (6) gives $\lambda=0.370$ and $X/x_0=0.955$. A numerical solution of (1) at $kC_st=2000$ gives $Q/(Nx_0)=0.955$ as well. The simple law is then too deep by about 5 %.

## Finite capture rate

Let $\Phi(x,t)=\int_0^tC\,dt'$ be the accumulated exposure to hydrogen. The second equation (1) integrates to

$$T=N\left(1-e^{-k\Phi}\right).$$

Integrating (2) over time gives $C+T=D\Phi_{xx}$. Since $C=\Phi_t$, the two equations reduce to one, without approximation:

$$\Phi_t=D\Phi_{xx}-N\left(1-e^{-k\Phi}\right),\qquad \Phi(0,t)=C_st . \tag{7}$$

For $\varepsilon\ll1$ we drop $\Phi_t$, which is the mobile density, against the last term, which is the trapped density. Three regions need checking.

- **Behind a developed front** the ratio $C/T$ is at most about $\varepsilon$.
- **Ahead of it** the solution found below falls as $e^{-(x-X)/\ell}$, so $\Phi_t/\Phi=\dot X/\ell$, while $T\approx kN\Phi$. With $\dot X=DC_s/(Nx_0)$ and $D/(kN)=\ell^2$, the ratio is $\dot X/(kN\ell)=\varepsilon\ell/x_0$.
- **Before a front exists**, at the surface, $T\approx kNC_st$ and the ratio is $1/(kNt)$. This is small once $t\gg1/(kN)$, long before the surface acceptors fill at $t\sim1/(kC_s)$.

With $u=k\Phi$, the remaining equation is

$$\ell^2u_{xx}=1-e^{-u}.$$

Multiply by $2u_x$ and integrate in $x$. Deep inside, $u$ and $u_x$ vanish, which fixes the constant:

$$\ell^2u_x^2=2\left(u-1+e^{-u}\right). \tag{8}$$

The dose follows from the surface slope. In this approximation $T=D\Phi_{xx}$, so $Q=-D\Phi_x(0)=-(D/k)u_x(0)$ and $Q/N=-\ell^2u_x(0)$. Putting $u(0)=kC_st$ into (8), and using $2\ell^2kC_st=x_0^2$,

$$\left(\frac QN\right)^2=x_0^2-2\ell^2\left(1-e^{-kC_st}\right). \tag{9}$$

**Early limit.** For $kC_st\ll1$, $u-1+e^{-u}\approx u^2/2$, and $Q/N\approx\ell kC_st$. Once $t\gg1/(kN)$, the dose grows linearly in time: nearly all acceptors are empty, and they capture from a fixed hydrogen profile $C_se^{-x/\ell}$. There is no front yet.

**Late limit.** For $kC_st\gg1$, $Q/N\approx x_0-\ell^2/x_0$. The square-root law is approached from below, as (4) requires.

Numerical solutions of (1) at $\varepsilon=10^{-3}$ test the crossover:

| $kC_st$ | $Q/(N\ell)$ from (1) | from (9) | $x_0/\ell$ |
|---|---|---|---|
| 1 | 0.858 | 0.858 | 1.414 |
| 5 | 2.830 | 2.831 | 3.162 |
| 50 | 9.898 | 9.899 | 10.000 |

At $kC_st=1$ the square-root law overstates the dose by 65 %; at 50, by 1 %.

## What "sharp" means

Equation (8) does not contain $x$ or $t$ explicitly. Time enters through the surface value of $u$ alone, so the profile at a later time is the same curve, shifted inward and extended at the surface. The distance between two filling levels is therefore constant once both exist. As $T/N=1-e^{-u}$, the levels 90 % and 10 % lie at $u=-\ln0.1$ and $u=-\ln0.9$, and their separation is

$$w=\ell\int_{-\ln0.9}^{-\ln0.1}\frac{du}{\sqrt{2(u-1+e^{-u})}}=3.45\,\ell . \tag{10}$$

The front does not sharpen in absolute terms. It keeps its width while its depth grows, and $w/x_0$ falls as $t^{-1/2}$. For $w$ to be below a tenth of the depth, $x_0$ must exceed about $34\,\ell$.

The two sides of the front differ. Ahead, $u\ll1$ and (8) gives $\ell u_x=-u$, an exponential tail of length $\ell$. Behind, $u\gg1$ and $\ell u_x\approx-\sqrt{2(u-1)}$. With $s$ the distance back towards the surface in units of $\ell$, from a suitable origin, this integrates to $u\approx1+s^2/2$. The unfilled fraction $e^{-u}$ then falls as a Gaussian, faster than the tail ahead.

## The capture constant for a charged acceptor

Take hydrogen as H⁺ and the acceptor as a fixed negative ion. Their attraction energy equals the thermal energy $k_BT_K$ at the distance

$$R=\frac{q^2}{4\pi\epsilon_sk_BT_K},$$

where $T_K$ is the temperature and $\epsilon_s$ the permittivity of silicon. With energy $-R/r$ in thermal units, steady diffusion towards one ion carries the inward current

$$J=4\pi r^2De^{R/r}\frac{d}{dr}\left(Ce^{-R/r}\right).$$

Divide by $4\pi r^2De^{R/r}$ and integrate from a contact radius $a$, where $C=0$, to infinity, where $C=C_\infty$:

$$C_\infty=\frac{J}{4\pi D}\int_a^\infty\frac{e^{-R/r}}{r^2}dr=\frac{J}{4\pi DR}\left(1-e^{-R/a}\right).$$

For $R\gg a$ this gives $k=J/C_\infty=4\pi DR$, independent of $a$. Then

$$\ell^2=\frac{D}{kN}=\frac1{4\pi RN}=\frac{\epsilon_sk_BT_K}{q^2N},$$

which is the square of the Debye length of the doped bulk. $D$ has cancelled: in this capture model, faster diffusion deepens the front without widening it. The equality also carries two warnings. First, the attraction used here is unscreened, while holes in the doped bulk screen it over this same length. For the worked example below, a screened attraction makes $k$ nearly a fifth smaller and $\ell$ about a tenth larger. Second, electric potentials near the front vary over the same length as the front itself, so for H⁺ the shape from (8) is a field-free estimate.

## Worked example: one hour in a hydrogen plasma

Take boron-doped silicon at 373 K, with $D=3\times10^{-9}$ cm²/s, $C_s=10^{14}$ cm⁻³, $N=10^{17}$ cm⁻³ and $t=3600$ s. These are rough values for plasma hydrogenation near 100 °C. Here $\varepsilon=10^{-3}$ and

$$x_0^2=2(3\times10^{-9})(10^{-3})(3600)=2.16\times10^{-8}\ \text{cm}^2,\qquad x_0=1.47\ \text{µm}=1470\ \text{nm}.$$

The trapped dose is $Nx_0=1.47\times10^{13}$ cm⁻², and the front moves at $x_0/(2t)=0.20$ nm/s.

With relative permittivity 11.7, $R=3.83$ nm, so

$$k=4\pi(3\times10^{-9})(3.83\times10^{-7})=1.44\times10^{-14}\ \text{cm}^3/\text{s}.$$

The surface acceptors fill in about $1/(kC_s)=0.7$ s. The capture length is $\ell=14.4$ nm, and $x_0/\ell=102$. The front is $3.45\times14.4=50$ nm wide, 3.4 % of its depth, so both conditions are met.

Solving (1) for these numbers gives $Q/N=1.4693$ µm against $x_0=1.4697$ µm. Doubling the mesh step moves the result by less than 0.001 nm. The computed width is $3.45\,\ell$ both at $t/4$ and at $t$. This agreement concerns the solution of the model, not the accuracy of the model for silicon.

## What the model leaves out

**Drift.** This is the largest omission if hydrogen travels as H⁺. Holes spill from the doped bulk into the passivated layer, and H⁺ brings charge of its own. Let $\phi$ be the potential in units of $k_BT_K/q$. The steady flux is $J=-De^{-\phi}(Ce^{\phi})_x$. Multiplying by $e^\phi$ and integrating from the surface to $C(X)=0$ gives $J\int_0^Xe^\phi dx=DC_se^{\phi(0)}$. Relative to the field-free flux $DC_s/X$, the gain is

$$F=\frac{Xe^{\phi(0)}}{\int_0^Xe^{\phi}\,dx}.$$

Let $n$, $p$ and $A$ be the densities of electrons, holes and charged acceptors. A filled acceptor is neutral, so, if release is ignored, $A=0$ inside the layer and $A=N$ beyond it; the paragraph on release sizes this assumption. With the carriers in equilibrium, Poisson's equation is

$$N\ell^2\phi_{xx}=n-p-C+A,\qquad n=n_ie^\phi,\quad p=n_ie^{-\phi}.$$

Assume an uncharged surface, $\phi_x(0)=0$, and a rough intrinsic density $n_i=10^{12}$ cm⁻³. The numerical solution at $X=x_0$ gives $F=2.5$. Integrating $X\,dX/dt=F\,DC_s/N$, with $F$ recomputed at each depth, puts the front at 2.4 µm after one hour, 1.6 times $x_0$. Because $F$ varies with $X$, the growth is no longer strictly a square root of time.

The assumption of an uncharged surface matters. With $C_s$ held fixed, a surface charge of only $10^{10}$ elementary charges per cm² changes $F$ at $x_0$ to about 8 if it is positive and to about 0.6 if it is negative. Real silicon surfaces can carry more than this, so drift may deepen the layer or hold it back.

At depths of a few micrometres, making the hydrogen more dilute does not remove this effect. With $n$ and $C$ negligible in the layer, $N\ell^2\phi_{xx}=-p$ is solved by $e^\phi\propto\cos^2(bx)$, where $b^2=p(0)/(2N\ell^2)$. Averaging the square of the cosine gives

$$F=\left[\frac12+\frac{\sin(2bX)}{4bX}\right]^{-1}.$$

When holes at the front far outnumber those at the surface, $bX$ approaches $\pi/2$ and $F$ approaches 2. At $X=x_0$ with almost no hydrogen, the numerical gain is 1.96, and this formula, given the computed $p(0)$, agrees. It fails once the layer is several times thicker than the intrinsic Debye length $\ell\sqrt{N/2n_i}=3.2$ µm. Electrons are then no longer negligible, and the gain falls towards 1; it is about 1.45 at 20 µm.

**Release.** An attempt rate of $10^{14}$ s⁻¹ and a barrier of 1.3 eV, both rough, give a release rate of $2.8\times10^{-4}$ s⁻¹. An acceptor thus loses its hydrogen about once in the hour. It is refilled far faster where mobile hydrogen is plentiful: the release rate is $1.9\times10^{-4}$ of $kC_s$. Adding release to (1) changes $Q/N$ by −0.02 %. "Irreversible" therefore means that release is slow compared with $kC_s$ while the supply lasts. It does not describe annealing after the plasma is off. Release matters more for the space charge than for the dose. The acceptors left unfilled are charged, with density about $1.9\times10^{-4}NC_s/C$. This is $2\times10^{13}$ cm⁻³ at the surface, and it exceeds $C$ wherever $C<0.44\,C_s$. Putting this $A$ into Poisson's equation lowers $F$ at $x_0$ from 2.5 to 2.4 and the one-hour depth from 2.4 to 2.3 µm, and it raises $F$ in deep layers to about 5.

**Pairing.** Two hydrogen atoms that meet within $a=0.5$ nm may bind. Their relative diffusivity is $2D$, so mobile hydrogen is lost at the rate $4\pi(2D)aC^2$. For neutral hydrogen this lowers the flux to a front at $x_0$ by 17 %. The loss is smaller for shallower fronts, so the depth falls by less than $1-\sqrt{0.83}\approx9$ %. For H⁺, repulsion reverses the sign of $R$ in the capture integral and replaces $a$ by $R/(e^{R/a}-1)$; the flux loss is then below 0.1 %.

**Neutral capture.** Neutral hydrogen feels no long-range attraction. Taking $a$ as its capture radius gives $\ell=40$ nm and a front 138 nm wide. The depth law is unchanged, but the front is less sharp.

**Discrete acceptors.** Their mean spacing, $N^{-1/3}=21.5$ nm, is almost half the 50 nm front width. The computed profile is an average over a large area, not the state along one line.

## Reading the result for real silicon

The surface density $C_s$ is uncertain, because it depends on the plasma and on the surface. Since $x_0\propto\sqrt{C_s}$, a tenfold error in it moves the field-free depth by a factor of 3.2; with the H⁺ drift estimated above, the factor is 3.3 to 3.8. Temperature matters too: with a rough diffusion barrier of 0.5 eV and $C_s$ held fixed, 10 K more gives 22 % more field-free depth. Real hydrogen can change its charge state, so neither the all-neutral nor the all-H⁺ estimate is a prediction for a given wafer. For these inputs and an uncharged surface, the model supports a depth of one to a few micrometres, not a third significant figure.

The fixed surface density may also fail. Suppose hydrogen enters at the rate $h(C_s-C_0)$, where $C_0$ is the actual surface density and $h$ a transfer coefficient. Equating this to $DC_0/X$ and eliminating $C_0$ gives the flux $C_s/(X/D+1/h)$. Setting it equal to $N\,dX/dt$ and integrating,

$$\frac{X^2}{2D}+\frac Xh=\frac{C_st}{N}.$$

A thin layer, $X\ll D/h$, grows linearly in time; a thick one returns to the square-root law. A depth measured at one time cannot separate these cases. Depths at several times can, provided the temperature and plasma are held fixed and drift is negligible. For H⁺ in the example above, the drift gain $F$ rises with depth over the first 3 µm. Deeper, it depends on release: with $A=0$ in the layer it peaks near 4 and falls back towards 2, while with the released acceptors counted it keeps rising to about 5 and stays there. While it rises, the layer grows faster than a square root, so such growth alone does not prove a surface barrier.

The numerical output below lists the inputs and the main results.

## Numbers as computed

```
temperature                         373.15 K
hydrogen diffusivity D              3.00e-09 cm2/s
surface hydrogen Cs                 1.00e+14 cm^-3
acceptor density N                  1.00e+17 cm^-3
time t                              3600 s
relative permittivity               11.7
Cs/N                                1.00e-03
Coulomb capture radius R            3.827 nm
capture constant k                  1.443e-14 cm3/s
capture length ell = Debye length   14.42 nm
surface filling time 1/(k Cs)       0.693 s
FRONT DEPTH x0                      1.4697 um
FRONT DEPTH x0                      1469.7 nm
trapped dose N x0                   1.470e+13 cm^-2
front speed at t                    0.2041 nm/s
x0/ell                              101.93
10-90% width over ell, quadrature   3.4474
10-90% width over ell, full, t/4    3.4498
10-90% width over ell, full, t      3.4498
10-90% width                        49.7 nm
dose depth, full equations, t/4     0.7344 um
dose depth, full equations, t       1.4693 um
dose depth, corrected formula       1.4693 um
shift on doubling mesh step         0.0007 nm
k Cs t=   1: depth/ell full, law, sqrt 0.8577 0.8578 1.4142
k Cs t=   5: depth/ell full, law, sqrt 2.8302 2.8308 3.1623
k Cs t=  50: depth/ell full, law, sqrt 9.8978 9.8995 10.0000
Cs/N=0.3: lambda                    0.36988
Cs/N=0.3: depth/x0, sharp front     0.9550
Cs/N=0.3: depth/x0, full equations  0.9547
intrinsic density used              1.0e+12 cm^-3
H+ drift: flux gain at x0           2.509
H+ drift: gain shift, doubled step  0.00004
H+ drift: gain, almost no hydrogen  1.955
H+ drift: same from cos^2 formula   1.956
H+ drift: front depth               2.375 um
H+ drift: depth over x0             1.616
release attempt rate used           1.0e+14 1/s
release barrier used                1.30 eV
release rate                        2.77e-04 1/s
release rate/(k Cs)                 1.92e-04
release: change of dose depth       -0.019 %
pair reaction radius used           0.50 nm
pairs: front flux loss, neutral H   17.3 %
pairs: front flux loss, H+          0.082 %
capture length for neutral H        39.9 nm
10-90% width for neutral H          138 nm
mean acceptor spacing N^(-1/3)      21.5 nm
diffusion barrier used              0.50 eV
depth change for +10 K, fixed Cs    22.5 %
```
